# Threshold shift from electrons trapped in a thin gate oxide

## The problem

During plasma processing, a metal line connected to a transistor gate can collect net charge. The resulting voltage may drive electrons through the gate oxide, and some of them stay in traps. Later the plasma is off and the line is discharged, but the trapped electrons still act on the transistor.

A silicon dioxide film has thickness $t=2.0$ nm and relative permittivity 3.9. It holds $N=1.0\times10^{12}$ trapped electrons per cm$^2$, counted when the transistor is at threshold. The silicon body has doping $N_b=1.0\times10^{18}$ cm$^{-3}$ and the temperature is 300 K.

(a) Find the change of threshold voltage when the electrons form a sheet at distance $x$ from the gate. Evaluate it for a sheet at the silicon face, in the middle of the film and at the gate face. Does the number of trapped electrons alone fix the shift?

(b) Find the threshold voltage before and after trapping for an n-channel and a p-channel device. Does the magnitude of the threshold rise in both?

(c) Examine three assumptions: that the oxide survives the field, that the electrons act as a smooth sheet, and that they stay where they are.

**Conventions.** The coordinate $x$ runs from the gate, $x=0$, to the silicon, $x=t$. The elementary charge $q$ is positive. The gate is an ideal conductor until the second variation. The oxide is a linear dielectric with permittivity $\varepsilon_{ox}$, and leakage through it is neglected. Threshold means a fixed number of minority carriers per unit area in the silicon: electrons in an n-channel device, holes in a p-channel device.

## Hints

1. Compare two devices, one with traps and one without, whose silicon is in the same state. What differs between them must then lie in the oxide.
2. Apply Gauss's law to a thin box around the trapped sheet. On which side of the sheet does the field change if the silicon side is held fixed?
3. A change of voltage is the integral of a change of field. Over what distance does the extra field extend?
4. In part (b), keep the sign of each threshold voltage until the shift has been added. Take the magnitude last.
5. In part (c), compare the mean distance between trapped electrons with the oxide thickness.

## Solution

### (a) The shift and its dependence on position

Let $F(x)$ be the electric field component pointing from gate to silicon. The gate voltage divides into three parts,

$$V_G=V_{FB}+\psi_s+\int_0^tF(x)\,dx .$$

Here $\psi_s$ is the potential at the silicon surface relative to the deep body. The flat-band voltage $V_{FB}$ is the gate voltage at which the trap-free device has no field anywhere. It is kept at this trap-free value, so the effect of the traps appears in the integral.

At threshold the minority-carrier density per unit area is the same with and without traps. With the body grounded, this density fixes the whole potential profile in the silicon. Both $\psi_s$ and the field just inside the silicon are therefore unchanged.

Now place a sheet of charge $-qN$ per unit area at $x$. Gauss's law says that the flux leaving a thin box around the sheet equals the charge inside:

$$\varepsilon_{ox}F_{\text{silicon side}}-\varepsilon_{ox}F_{\text{gate side}}=-qN .$$

The field on the silicon side is fixed by the silicon. Solving for the other one gives

$$F_{\text{gate side}}=F_{\text{silicon side}}+\frac{qN}{\varepsilon_{ox}} .$$

The trapped electrons thus add a constant field between the gate and the sheet, and none beyond it. Integrating this extra field from 0 to $x$ gives

$$\boxed{\Delta V_T=\frac{qN}{\varepsilon_{ox}}\,x}$$

The sign is positive. Trapped electrons repel electrons and attract holes in the silicon, so a more positive gate voltage is needed to restore the original state.

For a sheet at the silicon face, $x=t$. With the oxide capacitance per area $C_{ox}=\varepsilon_{ox}/t$, the result becomes $\Delta V_T=qN/C_{ox}$. The numbers are

$$C_{ox}=\frac{3.4531\times10^{-13}\ \text{F/cm}}{2.0\times10^{-7}\ \text{cm}}=1.7266\times10^{-6}\ \text{F/cm}^2,$$

$$qN=(1.6022\times10^{-19}\ \text{C})(1.0\times10^{12}\ \text{cm}^{-2})=1.602\times10^{-7}\ \text{C/cm}^2,$$

$$\Delta V_T=\frac{1.602\times10^{-7}}{1.7266\times10^{-6}}\ \text{V}=0.0928\ \text{V}\approx93\ \text{mV}.$$

In the middle of the film the same charge gives half of this, 46 mV. At the gate face it gives zero, because the gate supplies the compensating charge at the same place and no extra field crosses the oxide. The number of trapped electrons alone therefore does not fix the shift: the 93 mV belongs to charge at the silicon face.

The argument did not use the doping or the detailed distribution of carriers in the silicon. A numerical solution of the nonlinear Poisson equation, in which the gate voltage was adjusted until the minority density returned to its trap-free value, gave 92.80 mV, 46.40 mV and 0.00 mV for the three positions. The values were the same for both channel types.

At fixed $N$ at the silicon face, the shift is proportional to $t$. A 10 nm oxide would give five times as much, about 0.46 V. A thin oxide is less sensitive to a given trapped charge because the gate is closer and compensates it with a smaller voltage.

### (b) The two kinds of transistor

The trap-free threshold is needed first. Take an n-channel device, with a p-type body. The bulk Fermi potential $\phi_F$ measures how far doping moves the Fermi level from its position in undoped silicon. With thermal voltage $V_{th}=k_BT/q$ and intrinsic density $n_i$, Boltzmann statistics give $N_b=n_ie^{\phi_F/V_{th}}$, so

$$\phi_F=V_{th}\ln\frac{N_b}{n_i}=(0.02585\ \text{V})\ln(10^8)=0.4762\ \text{V}.$$

The value $n_i=1.0\times10^{10}$ cm$^{-3}$ is a rough one for 300 K.

The minority density deep in the body is $n_i^2/N_b$. At the surface it is larger by $e^{\psi_s/V_{th}}$. The reference state for threshold is the one in which it reaches $N_b$:

$$\frac{n_i^2}{N_b}e^{\psi_s/V_{th}}=N_b\quad\Longrightarrow\quad \psi_s=2V_{th}\ln\frac{N_b}{n_i}=2\phi_F .$$

Suppose that the silicon is emptied of mobile carriers to a depth $W$. The ionized dopants then have charge of magnitude $Q_B=qN_bW$ per area. The field falls linearly from $qN_bW/\varepsilon_{Si}$ at the surface to zero at $W$, and the area of this triangle is the potential drop:

$$2\phi_F=\frac{qN_bW^2}{2\varepsilon_{Si}} .$$

Solving for $W$ and inserting it in $Q_B=qN_bW$ gives

$$Q_B=\sqrt{2\varepsilon_{Si}qN_b(2\phi_F)}=5.623\times10^{-7}\ \text{C/cm}^2 ,$$

where $\varepsilon_{Si}$ corresponds to a relative permittivity of 11.7. The voltage across the trap-free oxide is $Q_B/C_{ox}=0.3257$ V.

Mobile carriers were left out of $Q_B$, yet the full Poisson solution differs from the resulting threshold by only 0.02 mV, which is the error of its numerical grid. The reason for the agreement is a cancellation. Let $Q_s$ be the magnitude of the total silicon charge per area, mobile carriers included. Multiplying Poisson's equation by the field and integrating shows that $Q_s^2/(2\varepsilon_{Si})$ equals the integral of the charge density magnitude over potential. The dopants contribute $qN_b\psi_s$. Majority carriers near the depletion edge subtract nearly $qN_bV_{th}$, and minority carriers at the surface add nearly $qN_bV_{th}$ when $\psi_s=2\phi_F$. The sum is nearly $qN_b(2\phi_F)$, so $Q_s$ is nearly equal to $Q_B$.

For the flat-band voltage, let the gate Fermi level lie at the conduction-band edge. The undoped level is taken at mid-gap, half the gap $E_g=1.12$ eV below that edge, and the body Fermi level lies a further $q\phi_F$ lower. With no field anywhere the two Fermi levels keep this separation. The gate level is the higher one for electrons, which means a negative gate voltage:

$$V_{FB}=-\left(\frac{E_g}{2q}+\phi_F\right)=-(0.56+0.4762)\ \text{V}=-1.036\ \text{V}.$$

A p-channel device with the same doping level and its gate Fermi level at the valence-band edge has all these signs reversed. With $s=+1$ for n-channel and $s=-1$ for p-channel,

$$V_T=V_{FB}+s\left(2\phi_F+\frac{Q_B}{C_{ox}}\right).$$

The trap-free values are

$$V_T=\pm(-1.0362+0.9524+0.3257)\ \text{V}=\pm0.242\ \text{V}.$$

The trapped charge is negative in both devices, so its shift does not reverse:

- n-channel: $+0.242$ V becomes $+0.335$ V, and the magnitude rises by 93 mV.
- p-channel: $-0.242$ V becomes $-0.149$ V, and the magnitude falls by 93 mV.

The n-channel device becomes harder to turn on. The p-channel device becomes easier to turn on, and its current at zero gate voltage increases. For a smooth sheet of charge, the threshold magnitude changes by 93 mV in both, with opposite signs; part (c) shows that separate charges break this equality. If the shift exceeded 242 mV, this p-channel threshold would pass through zero and its magnitude would start to grow again.

### (c) What the simple result assumes

**The field.** In the n-channel device at threshold, the oxide field must end on both the dopant charge and the trapped charge:

$$F=\frac{Q_B+qN}{\varepsilon_{ox}}=\frac{(5.623+1.602)\times10^{-7}}{3.4531\times10^{-13}}\ \text{V/cm}=2.09\ \text{MV/cm}.$$

The trapped electrons contribute 0.46 MV/cm of this. Breakdown fields of good thin oxides are roughly 10 MV/cm or more, so breakdown is not the concern at threshold. The field during the plasma step is a separate matter and can be much higher.

**The smooth sheet.** Each electron has an average area $1/N$ to itself, which gives a typical spacing of $N^{-1/2}=10$ nm, five times the oxide thickness. If the positions are random, the mean distance to the nearest neighbour is half of this, 5 nm, and some pairs are closer still. The sheet is therefore an average over separate charges, and the potential under it is uneven.

To find its spread, let $u$ be the amount by which one electron at the interface lowers the potential. Write $\hat u$ for its Fourier transform along the plane, at wave number $k$. Without other charge, Laplace's equation makes $\hat u$ proportional to $\sinh kx$ in the oxide, vanishing at the gate, and to $e^{-kz}$ at depth $z$ in the silicon. Let both equal $A$ at the interface. Gauss's law there reads

$$\varepsilon_{ox}kA\coth(kt)+\varepsilon_{Si}kA=q ,$$

and hence

$$\hat u(k)=\frac{q\,e^{-kz}}{k\,[\varepsilon_{Si}+\varepsilon_{ox}\coth(kt)]} .$$

As $k\to0$, $k\coth(kt)\to1/t$ and $\hat u\to qt/\varepsilon_{ox}$. Multiplied by $N$, this is the mean shift of part (a), as it should be.

For independent random positions, the number of electrons in each small area has a variance equal to its mean. The variances add, so $\sigma^2=N\int u^2\,d^2r$. Parseval's theorem turns this into

$$\sigma^2=\frac{N}{2\pi}\int_0^\infty k\,\hat u(k)^2\,dk .$$

With quantum confinement the channel carriers lie roughly one to two nanometres deep; the classical profile would put them at about 0.5 nm. At $z=1$ nm the integral gives $\sigma=43$ mV, and at 1.5 nm it gives 37 mV. The value at 1 nm is used below. Potentials summed over randomly placed charges also gave 43 mV. This estimate leaves out screening by mobile carriers. It also leaves out the ionized dopants of the depletion layer, $Q_B/q=3.5\times10^{12}$ cm$^{-2}$. Placed at random, they give a spread of their own of about 33 mV at these depths, with or without traps.

The spread is nearly half the mean shift and exceeds the thermal voltage of 26 mV. A potential difference of 43 mV changes the local carrier density by a factor of about $e^{43/26}\approx5$. Current can then favour paths between the trapped electrons in an n-channel device, and regions close to them in a p-channel device, so a threshold read from a current need not move by 93 mV. The same is true of the threshold as defined here, because the number of carriers per area is an average of the local Boltzmann factor, not the factor of the average potential. For independent positions the traps multiply the mean density by $\exp\left[N\int(e^{\mp u/V_{th}}-1)\,d^2r\right]$, with the upper sign for electrons and the lower for holes. Restoring the density takes a shift of $\pm V_{th}N\int(1-e^{\mp u/V_{th}})\,d^2r$, which reduces to 93 mV only when $u\ll V_{th}$. For carriers at a single depth of 1.5 to 2 nm and without screening, it is about 76 to 79 mV for the n-channel device and about 155 to 128 mV for the p-channel device. These are rough values, the p-channel one especially, since holes gathering near a trapped electron screen it. The shift of a threshold read from a current is not calculated here.

The total number of electrons is also random. A gate of 1000 nm by 100 nm covers 1000 of them on average, with a standard deviation of $\sqrt{1000}\approx32$. The corresponding spread of the mean shift between such devices is $92.8/\sqrt{1000}=2.9$ mV.

**Permanence.** No point in a 2 nm film is more than 1 nm from an electrode. For a trap $E_t=3.0$ eV below the oxide conduction band and a tunnelling mass $m=0.4m_e$, both rough values, the wave function decays as $e^{-\kappa d}$ with

$$\kappa=\frac{\sqrt{2mE_t}}{\hbar}=5.61\ \text{nm}^{-1}.$$

The escape probability per attempt falls as the square of this amplitude. With an assumed attempt rate $\nu=10^{13}$ s$^{-1}$, the escape time over $d=1$ nm is

$$\tau\approx\frac{e^{2\kappa d}}{\nu}=\frac{e^{11.2}}{10^{13}\ \text{s}^{-1}}\approx7\ \text{ns}.$$

This is an order-of-magnitude estimate, since the exponent is sensitive to $E_t$ and $m$. It applies when the electrode has an empty state at the electron's energy. For such traps the barrier alone does not hold the charge for the duration of a measurement. Charge can last in traps for which neither the silicon nor the gate offers an empty state at the electron's energy within tunnelling reach. A rearrangement of the atoms around the trapped electron can also slow its escape.

Traps at the silicon face can exchange electrons with the silicon, and their filling may change with gate voltage. This is why $N$ was defined as the number present at threshold.

### Comparison with real devices

The oxide thickness and body doping are rough values for logic transistors with silicon dioxide gates near the end of that material's use. A trap density of $10^{12}$ cm$^{-2}$ represents heavy damage; well-annealed interfaces have roughly $10^{10}$ to $10^{11}$ cm$^{-2}$. In this model the shift is 38% of the trap-free threshold, enough to matter in a circuit. The model treats the carriers classically. At this doping, their quantum confinement near the surface raises the magnitude of the trap-free threshold by roughly 0.1 V, so the percentage in a real device is lower. The shift itself is unaffected, because it compares two devices whose silicon is in the same state. Real charge need not lie at the interface: each 0.1 nm that its mean position moves towards the gate removes 4.6 mV, or 5% of the shift. Many such devices also have a polysilicon gate in place of an ideal conductor, which changes the number by about 10% in the second variation.

## Variation 1: charge spread through the film

**Question.** The same $N$ electrons per area are distributed evenly from gate to silicon. What is the shift?

**Solution.** Let $n(x)$ be the number per volume. A slice of thickness $dx$ is a sheet with $n(x)\,dx$ electrons per area. The oxide is linear and the silicon state is held fixed, so the extra fields of the slices add:

$$\Delta V_T=\frac{q}{\varepsilon_{ox}}\int_0^t x\,n(x)\,dx=\frac{qN}{\varepsilon_{ox}}\,\bar x,\qquad \bar x=\frac1N\int_0^t x\,n(x)\,dx .$$

Only the mean position $\bar x$ enters. For an even distribution, $n=N/t$ and

$$\bar x=\frac1t\int_0^t x\,dx=\frac t2 ,$$

so the shift is 46 mV, the same as for a sheet in the middle. The Poisson solution with distributed charge also gave 46.40 mV. If the trap-free threshold is known, a measurement of the threshold after trapping therefore yields the product $N\bar x$. It cannot separate a small charge near the silicon from a larger one near the gate.

## Variation 2: a polysilicon gate

**Question.** The n-channel gate is n-type polysilicon with doping $N_p=1.0\times10^{20}$ cm$^{-3}$. How does its finite screening change the shift for charge at the silicon face?

**Solution.** The positive gate charge now occupies a thin layer in which electrons are partly depleted. Let $\psi$ be the potential drop from the gate interior to a point in this layer. With Boltzmann statistics the charge density there is $qN_p(1-e^{-\psi/V_{th}})$, and Poisson's equation is

$$\frac{d^2\psi}{dx^2}=\frac{qN_p}{\varepsilon_{Si}}\left(1-e^{-\psi/V_{th}}\right).$$

Multiply by $d\psi/dx$ and integrate from the neutral interior, where $\psi$ and its slope vanish. At the oxide, the slope is $Q_G/\varepsilon_{Si}$, where $Q_G$ is the gate charge per area. Calling the total drop $\psi_p$,

$$\frac{Q_G^2}{2\varepsilon_{Si}qN_p}=\psi_p-V_{th}\left(1-e^{-\psi_p/V_{th}}\right).$$

Without traps, $Q_G=Q_B=0.5623$ µC/cm$^2$. The left side is 9.5 mV and the solution is $\psi_p\approx25.9$ mV. With traps, $Q_G=Q_B+qN=0.7225$ µC/cm$^2$. The left side is 15.7 mV and $\psi_p\approx34.9$ mV.

The gate must supply the difference of 9.0 mV in addition to the oxide shift:

$$\Delta V_T\approx92.8+9.0=101.8\ \text{mV}.$$

A Poisson solution through gate, oxide and body gives the same value. The correction is 10% of the ideal-gate shift.

At this doping the gate electrons are degenerate, so Boltzmann statistics overstate their screening. For small potential changes, Fermi statistics lengthen the screening length by a factor of 1.47. The correction is therefore larger than 9 mV, but by less than this factor, because the drops here are comparable with the thermal voltage. The same first integral with Fermi statistics gives about 11 mV. The numerical output below lists the values used.

## Calculated quantities

```
Oxide thickness: 2.0 nm; relative permittivity: 3.9
Trapped electrons: 1.0e+12 cm^-2
Temperature: 300 K; thermal voltage: 25.85 mV
Body doping: 1.0e+18 cm^-3; n_i: 1.0e+10 cm^-3
Silicon relative permittivity: 11.7; gap: 1.12 eV
Elementary charge: 1.6022e-19 C
Oxide permittivity: 3.4531e-13 F/cm
Oxide capacitance: 1.7266 uF/cm2
Trapped charge magnitude: 0.1602 uC/cm2
Field step at the sheet: 0.464 MV/cm
Shift, formula, charge at silicon: 92.80 mV = 0.0928 V
Shift, Poisson solver, n-channel, silicon: +92.80 mV
Shift, Poisson solver, n-channel, middle: +46.40 mV
Shift, Poisson solver, n-channel, quarter: +23.20 mV
Shift, Poisson solver, n-channel, gate: 0.00 mV
Shift, Poisson solver, n-channel, uniform: +46.40 mV
Shift, Poisson solver, p-channel, silicon: +92.80 mV
Shift, Poisson solver, p-channel, middle: +46.40 mV
Shift, Poisson solver, p-channel, quarter: +23.20 mV
Shift, Poisson solver, p-channel, gate: 0.00 mV
Shift, Poisson solver, p-channel, uniform: +46.40 mV
Bulk Fermi potential phi_F: 0.4762 V
Depletion charge Q_B: 0.5623 uC/cm2
Q_B/C_ox: 0.3257 V
n-channel V_FB: -1.0362 V
n-channel V_T before: +0.242 V, after: +0.335 V
n-channel V_T, solver minus formula: +0.02 mV
p-channel V_FB: +1.0362 V
p-channel V_T before: -0.242 V, after: -0.149 V
p-channel V_T, solver minus formula: -0.02 mV
Oxide field at n-channel threshold, trapped: 2.09 MV/cm
Shift change per 0.1 nm of centroid: 4.64 mV
Polysilicon doping: 1.0e+20 cm^-3
Shift with polysilicon gate, n-channel: 101.8 mV
Extra shift from polysilicon: 9.0 mV
Screening length, degenerate/Boltzmann: 1.47
Mean spacing of charges: 10.0 nm
Local potential rms at 1 nm depth: 43 mV
Same from random maps: 43 mV
Charges under a 1000 nm x 100 nm gate: 1000
Shift spread from random count: 2.9 mV
Trap depth: 3.0 eV; tunnelling mass: 0.4 m_e
Attempt rate: 1e+13 1/s; decay constant: 5.61 1/nm
Escape time over 1 nm: 7.5 ns
```
